# Counting plane waves for a MoS2 monolayer cell

## Problem

A monolayer of MoS2 is described in a periodic hexagonal cell with lattice constant $a=3.16$ angstrom and height $c=20$ angstrom, most of which is vacuum. The electron orbitals are expanded in plane waves up to a kinetic-energy cutoff of 60 rydberg.

(a) Estimate the number of plane waves per k-point.

(b) How far can the number at one particular k-point lie from the estimate?

(c) How does the number change with the cutoff, the height and the lattice constant?

(d) Would the same basis describe the 1s core orbital of a bare molybdenum nucleus?

Hartree atomic units are used in the derivation: lengths are in bohr, energies in hartree, and $\hbar=m_e=1$. The count is for one spin component; a two-component spinor has twice as many coefficients.

## Solution

### (a) The estimate

**Which waves are allowed.** By Bloch's theorem, an orbital in a periodic cell is $e^{i\mathbf k\cdot\mathbf r}$ times a function with the period of the cell. Such a function is a Fourier series over the reciprocal lattice vectors $\mathbf G$, so

$$
\psi_{\mathbf k}(\mathbf r)=\sum_{\mathbf G}C_{\mathbf G}\,e^{i(\mathbf k+\mathbf G)\cdot\mathbf r}.
$$

Write $\mathbf q=\mathbf k+\mathbf G$. Each derivative of $e^{i\mathbf q\cdot\mathbf r}$ brings down a factor $i$ times a component of $\mathbf q$, hence

$$
-\tfrac12\nabla^2e^{i\mathbf q\cdot\mathbf r}=\tfrac12q^2\,e^{i\mathbf q\cdot\mathbf r}.
$$

The cutoff keeps the waves with $q^2/2\le E_{\rm cut}$. They lie in a sphere of radius

$$
q_c=\sqrt{2E_{\rm cut}} .
$$

One rydberg is half a hartree, so $E_{\rm cut}=30$ hartree and $q_c=\sqrt{60}=7.746$ bohr$^{-1}$.

**How densely they lie.** Take the cell vectors

$$
\mathbf a_1=a(1,0,0),\qquad
\mathbf a_2=a\left(-\tfrac12,\tfrac{\sqrt3}{2},0\right),\qquad
\mathbf a_3=c(0,0,1).
$$

The reciprocal vectors must satisfy $\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}$. This gives

$$
\mathbf b_1=\frac{2\pi}{a}\left(1,\tfrac1{\sqrt3},0\right),\qquad
\mathbf b_2=\frac{2\pi}{a}\left(0,\tfrac2{\sqrt3},0\right),\qquad
\mathbf b_3=\frac{2\pi}{c}(0,0,1).
$$

The area of the direct cell is $A=|\mathbf a_1\times\mathbf a_2|=\frac{\sqrt3}{2}a^2$, and its volume is $V=Ac$. In reciprocal space the in-plane cell has the area

$$
A_{\rm BZ}=|\mathbf b_1\times\mathbf b_2|
=\frac{(2\pi)^2}{a^2}\,\frac{2}{\sqrt3}=\frac{(2\pi)^2}{A}.
$$

Multiplying by the spacing $2\pi/c$ along the normal gives the volume that belongs to one reciprocal lattice point:

$$
\Omega=\frac{(2\pi)^2}{A}\,\frac{2\pi}{c}=\frac{(2\pi)^3}{V}.
$$

**The count.** The estimate is the volume of the sphere divided by the volume per point:

$$
N=\frac{\frac{4\pi}{3}q_c^3}{(2\pi)^3/V}
=\frac{4\pi}{3}\,\frac{Vq_c^3}{8\pi^3}
=\frac{Vq_c^3}{6\pi^2}.
$$

Neither the atoms nor their positions enter. The vacuum counts as much as the layer, because a plane wave fills the whole cell.

**Numbers.** The lengths are $a=5.9715$ bohr and $c=37.7945$ bohr. The area is $A=30.882$ bohr$^2$, so $V=1167.2$ bohr$^3$. The sphere has the volume 1946.8 bohr$^{-3}$, and each point owns 0.21252 bohr$^{-3}$. Therefore

$$
N=\frac{1946.8}{0.21252}\approx 9160,
$$

or about 9,200 plane waves per k-point.

The shortest wavelength in the basis is $2\pi/q_c$, which is 0.043 nm. One orbital needs 9,160 complex coefficients. At 16 bytes each this is about 0.15 MB, whereas the full Hamiltonian matrix at one k-point, stored densely, would take 1.34 GB. This is a reason to use iterative methods, which need only the action of the Hamiltonian on an orbital.

### (b) One k-point and the average

**The average over the full zone.** Let $n(\mathbf k)$ be the true count at $\mathbf k$, and let $\theta$ be 1 for a non-negative argument and 0 otherwise. Averaged over the three-dimensional Brillouin zone,

$$
\langle n\rangle=\frac1\Omega\int_{\rm BZ}d^3k\sum_{\mathbf G}\theta\big(q_c-|\mathbf k+\mathbf G|\big)
=\frac1\Omega\int d^3q\;\theta(q_c-q)=N .
$$

The second equality holds because the zones shifted by all $\mathbf G$ fill reciprocal space once, without gaps or overlaps of finite volume. The ratio of volumes is thus the exact zone average.

**The average for a slab.** A monolayer has no physical dispersion along its normal, so one sets $k_z=0$ and averages over the in-plane $\mathbf k$ alone. The allowed $q_z$ are then $nb$, with $b=2\pi/c$ and integer $n$. Each value cuts the sphere in a disc of area $\pi(q_c^2-n^2b^2)$. By the tiling argument in two dimensions, the mean number of points in a disc is its area divided by $A_{\rm BZ}$. With $x=q_c/b$ and $M$ the integer part of $x$,

$$
N_{\rm slab}=\frac{\pi b^2}{A_{\rm BZ}}\sum_{n=-M}^{M}(x^2-n^2)
=\frac{\pi b^2}{A_{\rm BZ}}\left[(2M+1)x^2-\frac{M(M+1)(2M+1)}{3}\right].
$$

To compare this with $N$, set $2M+1=2x+s$. Since $x-1<M\le x$, the number $s$ lies between $-1$ and $1$. From $M(M+1)=[(2M+1)^2-1]/4$ the bracket becomes

$$
(2x+s)x^2-\frac{(2x+s)^3-(2x+s)}{12}.
$$

Now $(2x+s)^3=8x^3+12x^2s+6xs^2+s^3$. The terms in $x^2s$ cancel, and what remains is

$$
\frac43x^3+\frac{x(1-3s^2)}{6}+\frac{s(1-s^2)}{12}.
$$

The first term reproduces $N$, because $\Omega=A_{\rm BZ}b$ and

$$
\frac{\pi b^2}{A_{\rm BZ}}\,\frac43x^3=\frac{4\pi q_c^3}{3A_{\rm BZ}b}.
$$

For large $x$ the last term is negligible beside the second, except where $3s^2$ is close to 1; there both are tiny compared with the first. Dividing the second term by the first gives

$$
\frac{N_{\rm slab}-N}{N}\approx\frac{1-3s^2}{8x^2}.
$$

Here $x=7.7460\times37.7945/(2\pi)=46.59$, so $M=46$ and $s=93-93.19=-0.19$. The difference is

$$
N_{\rm slab}-N\approx 9160\times\frac{0.89}{8\times(46.59)^2}\approx0.47
$$

waves. Fixing $k_z=0$ therefore costs the estimate nothing that matters. The sign of the correction depends on $s$, that is, on where the outermost planes of points cut the sphere. Its relative size can be larger if $c$ is so small that only a few planes cross the sphere.

**A bound for a single k-point.** Surround every point $\mathbf k+\mathbf G$ by its Wigner–Seitz cell, the region closer to it than to any other such point. For this lattice the cell is a hexagonal prism. Its corners lie at the distance

$$
\rho=\sqrt{\left(\frac{4\pi}{3a}\right)^2+\left(\frac{\pi}{c}\right)^2}\approx0.71\ \text{bohr}^{-1}
$$

from the centre. The cells of all counted points fit inside a sphere of radius $q_c+\rho$. They also cover the sphere of radius $q_c-\rho$, since any place in it is at most $\rho$ from its nearest point, which then lies within $q_c$. Comparing volumes,

$$
N\left(1-\frac{\rho}{q_c}\right)^3\le n(\mathbf k)\le N\left(1+\frac{\rho}{q_c}\right)^3 .
$$

With $\rho/q_c=0.091$, no k-point can deviate by more than about 25% downwards or 30% upwards. The bound guarantees a small relative deviation only when $q_c$ is large compared with $\rho$. For a small cell at a low cutoff it gives no such guarantee, and the points should be counted one by one.

**The actual scatter.** The bound allows for the worst arrangement of points at the surface. Counting the vectors one by one gives much smaller deviations:

| k-point | Plane waves | Deviation from $N$ |
|---|---:|---:|
| $\Gamma$, zone centre | 9231 | +0.77% |
| M, edge midpoint | 9100 | −0.66% |
| K, zone corner | 9144 | −0.18% |

A change of $\mathbf k$ shifts the whole set of points rigidly through the fixed sphere, so the count changes only when points cross the surface. On an in-plane mesh of 144 k-points, displaced from the symmetry points, the counts run from 9116 to 9247 with a standard deviation of 23.5, or 0.26% of $N$. The count at M lies below this range, so the extremes of the mesh are not the extremes of the whole zone. The mesh mean, 9160.7, agrees with the disc sum.

For this cell and cutoff, "about 9,200" is therefore good to about 1% at every k-point listed in the table, although the counts at M and K would round to 9,100. On a finer in-plane mesh of $120\times120$ points the counts run from 9098 to 9257, that is from −0.7% to +1.1% of $N$.

### (c) Changing the settings

Inserting $V=\frac{\sqrt3}{2}a^2c$ and $q_c=(2E_{\rm cut})^{1/2}$ into the estimate gives

$$
N=\frac{\sqrt3}{12\pi^2}\,a^2c\,(2E_{\rm cut})^{3/2}.
$$

The number grows linearly with the height, quadratically with the lattice constant and as the power 3/2 of the cutoff. In the next table one setting is changed at a time and the other two are held at their original values. The counted ratio compares averages over the 144-point mesh.

| Change | Estimated $N$ | Predicted ratio | Counted ratio |
|---|---:|---:|---:|
| None | 9160 | 1 | 1 |
| Cutoff 120 Ry | 25909 | 2.8284 | 2.8283 |
| Height 30 angstrom | 13740 | 1.5 | 1.4998 |
| $a$ larger by 1% | 9344 | 1.0201 | 1.0201 |

The second row is also the result of reading the cutoff as 60 hartree instead of 60 rydberg: the basis becomes 2.83 times as large.

Averaged over k-points, each angstrom of height adds $9160/20=458$ plane waves at fixed $a$ and cutoff, and a 1% increase of $a$ adds 184 at fixed height and cutoff. At a single k-point the change can differ from these values by some tens of waves, because only whole points enter or leave the sphere. The average change of 184 is more than the difference of 131 between $\Gamma$ and M, but far less than the effect of a different vacuum or cutoff in the table.

### (d) What the sphere cannot hold

The estimate says how many waves a cutoff admits. It does not say whether they suffice. A bare molybdenum core gives a sense of the scale.

For one electron around a nucleus of charge $Z$, without screening or relativity, the 1s orbital is $\psi(r)=\sqrt{Z^3/\pi}\,e^{-Zr}$. Its momentum amplitude is

$$
\phi(p)=\frac{1}{(2\pi)^{3/2}}\int d^3r\,\psi(r)\,e^{-i\mathbf p\cdot\mathbf r}
=\frac{4\pi}{(2\pi)^{3/2}}\sqrt{\frac{Z^3}{\pi}}\;\frac1p\int_0^\infty r\,e^{-Zr}\sin(pr)\,dr ,
$$

because the integral of $e^{-i\mathbf p\cdot\mathbf r}$ over all directions is $4\pi\sin(pr)/(pr)$. The radial integral is the imaginary part of

$$
\int_0^\infty r\,e^{-(Z-ip)r}dr=\frac1{(Z-ip)^2}=\frac{(Z+ip)^2}{(Z^2+p^2)^2},
$$

which is $2Zp/(Z^2+p^2)^2$. Squaring the amplitude and multiplying by the shell area $4\pi p^2$ gives the momentum distribution

$$
4\pi p^2|\phi(p)|^2=\frac{32}{\pi}\,\frac{Z^5p^2}{(Z^2+p^2)^4}.
$$

With $p=Zt$ and $T=q_c/Z$, the part of the norm inside the cutoff sphere is

$$
F=\frac{32}{\pi}\int_0^{T}\frac{t^2\,dt}{(1+t^2)^4}.
$$

For molybdenum $Z=42$, so $T=7.746/42=0.184$. Since $T$ is small, one may expand $(1+t^2)^{-4}=1-4t^2+10t^4-\dots$ and integrate term by term:

$$
F\approx\frac{32}{3\pi}T^3\left(1-\frac{12}{5}T^2+\frac{30}{7}T^4\right)\approx0.020 .
$$

Direct integration gives 1.97%. About 98% of the norm of this orbital lies outside the sphere, so the answer to (d) is no. Holding 99% of the norm would take a cutoff of about 12,800 Ry and, in the same cell, about $2.8\times10^7$ plane waves. The 99% criterion is a choice that sets a scale; it is not a standard of accuracy for an all-electron calculation. These numbers also belong to the nonrelativistic orbital. The relativistic 1s state of a point nucleus with $Z=42$ is more compact: it has 1.8% of its norm inside the sphere and needs about 16,800 Ry for 99%.

A plane-wave calculation at 60 Ry thus needs a pseudopotential or a related method, such as projector augmented waves, in which the deep core is not expanded in plane waves and the functions that are expanded are smooth near the nucleus. Whether 60 Ry is then enough depends on the pseudopotential or data set used and on the property sought. It has to be settled by raising the cutoff until that property stops changing within the tolerance required.

## The cell and a real channel

The chosen lattice constant is close to that of real MoS2, roughly 3.2 angstrom. The two sulfur planes are roughly 3 angstrom apart, so about 17 of the 20 angstrom of height lie outside them. By the linear law, this region accounts for some 7,800 of the 9,160 waves. It cannot all be removed, because the electron density extends beyond the sulfur planes and the periodic images of the layer must be kept apart.

The count above is for a free, perfect layer with one formula unit per cell. When MoS2 serves as the channel of a transistor, it contains defects and touches a dielectric, and a model that includes these needs a larger cell. A defect calculation, for example, needs a larger area. A $4\times4$ supercell of the same height has 16 times the volume and, at the same cutoff, about 147,000 plane waves per k-point. Including part of a gate dielectric adds height: 10 angstrom more in the original cell raises the number to about 13,700, provided that the dielectric's atoms can be treated at the same cutoff and fit the same in-plane cell. Temperature enters the count through the cell dimensions, and a 1% change of $a$ moves it by only 2%.

The counts and cell data are collected in the numerical output below.

## Table of computed values

```
Lattice constant a: 3.16 angstrom = 5.9715 bohr
Cell height c: 20.0 angstrom = 37.7945 bohr
Cutoff: 60 Ry = 30 hartree = 816.3 eV
Cell area: 30.882 bohr^2
Cell volume V: 1167.2 bohr^3 = 173.0 angstrom^3
Sphere radius qc: 7.7460 1/bohr
Sphere volume: 1946.8 1/bohr^3
Reciprocal volume per G: 0.21252 1/bohr^3
In-plane reciprocal vector length: 1.2150 1/bohr
Normal reciprocal spacing: 0.1662 1/bohr
Kinetic energy at sphere surface, numerical: 29.9999 hartree
Estimated plane waves N: 9160.2
N rounded to hundreds: 9200
Explicit count at Gamma: 9231 (+0.77 % from N)
Explicit count at M: 9100 (-0.66 % from N)
Explicit count at K: 9144 (-0.18 % from N)
k-points in shifted in-plane mesh: 144
Mesh mean count: 9160.7
Mesh minimum and maximum: 9116 and 9247
Mesh standard deviation: 23.5 waves
Exact in-plane mean at k_z=0: 9160.72
Its difference from N: +0.47 waves
Mean count at 120 Ry: 25908.9
Count ratio, cutoff doubled: 2.8283 (law 2.8284)
Mean count at height 30 angstrom: 13739.3
Count ratio, height times 1.5: 1.4998
Count ratio, a times 1.01: 1.0201 (law 1.0201)
Extra waves per angstrom of height: 458.0
Extra waves for 1 % larger a: 184.1
Shortest wavelength: 0.0429 nm
Dense complex matrix (16 bytes/entry): 1.34 GB
Bare Mo 1s norm inside sphere: 1.97 %
Cutoff for 99 % of that norm: 12764 Ry
Plane waves at that cutoff: 2.84e+07
```
